# Surface-Optical Phonon Frequency at a Semiconductor and One-Mode Dielectric Interface

**Result.** Let a semiconductor of constant relative permittivity $\epsilon_s>0$ meet a thick dielectric that has a single polar optical mode. The interface carries a surface-optical phonon whose frequency follows from $\epsilon_s+\epsilon(\omega)=0$:

$$
\omega_{SO}^2=\omega_{TO}^2\,\frac{\epsilon_0+\epsilon_s}{\epsilon_\infty+\epsilon_s}. \tag{1}
$$

Here $\epsilon(\omega)$ is the permittivity of the dielectric, $\epsilon_0$ its static value, $\epsilon_\infty<\epsilon_0$ its value far above the lattice frequencies but below electronic excitations, and $\omega_{TO}$ its transverse optical frequency. Both media are isotropic, local and lossless, and the interface is sharp. Retardation is neglected except in section 6.

Hartree atomic units are used, with $\mathbf D=\mathbf E+4\pi\mathbf P$, so permittivities are relative to vacuum. The numbers below use round model parameters that describe no particular material: $\epsilon_s=12$, $\epsilon_0=16$, $\epsilon_\infty=4$ and $\omega_{TO}=0.002$ hartree.

## 1. The dielectric alone

Describe the optical vibration by one lattice coordinate $\mathbf w$, driven by the macroscopic electric field:

$$
\ddot{\mathbf w}=-\omega_{TO}^2\mathbf w+\gamma\mathbf E,\qquad
\mathbf D=\epsilon_\infty\mathbf E+4\pi\gamma\mathbf w. \tag{2}
$$

The same $\gamma$ appears twice because both terms come from one interaction energy density, $-\gamma\,\mathbf w\cdot\mathbf E$. Its derivative with respect to $\mathbf w$ gives the force, and its derivative with respect to $\mathbf E$ gives the polarization, each with a minus sign.

For motion at frequency $\omega$, $\ddot{\mathbf w}=-\omega^2\mathbf w$, so that

$$
(\omega_{TO}^2-\omega^2)\mathbf w=\gamma\mathbf E .
$$

For $\omega\ne\omega_{TO}$ we may divide and insert $\mathbf w$ into $\mathbf D$:

$$
\epsilon(\omega)=\epsilon_\infty+\frac{4\pi\gamma^2}{\omega_{TO}^2-\omega^2}.
$$

At $\omega=0$ this must equal $\epsilon_0$, which fixes $4\pi\gamma^2=(\epsilon_0-\epsilon_\infty)\omega_{TO}^2$. Therefore

$$
\epsilon(\omega)=\epsilon_\infty+\frac{(\epsilon_0-\epsilon_\infty)\omega_{TO}^2}{\omega_{TO}^2-\omega^2}. \tag{3}
$$

**Limit: the bulk longitudinal mode.** A longitudinal wave in the bulk has its field along the wavevector. Without free charge, $\nabla\cdot\mathbf D=0$ then requires $\epsilon(\omega)=0$. Multiplying (3) by $\omega_{TO}^2-\omega^2$ gives

$$
\epsilon_\infty\omega_{TO}^2-\epsilon_\infty\omega^2+\epsilon_0\omega_{TO}^2-\epsilon_\infty\omega_{TO}^2=0,
$$

and the first and last terms cancel, leaving

$$
\omega_{LO}^2=\omega_{TO}^2\,\frac{\epsilon_0}{\epsilon_\infty}. \tag{4}
$$

The model values give $\omega_{LO}=0.002\sqrt{16/4}=0.004$ hartree. Between $\omega_{TO}$ and $\omega_{LO}$ the permittivity is negative: it rises from $-\infty$ just above $\omega_{TO}$ to zero at $\omega_{LO}$. Against a medium of positive permittivity, the surface mode needs this window.

## 2. The dielectric against vacuum

Put the dielectric in $z>0$ and vacuum in $z<0$. Without retardation, $\mathbf E=-\nabla\phi$. In each uniform medium $\nabla\cdot\mathbf D=0$ reads $\epsilon\nabla^2\phi=0$. Where $\epsilon\ne0$, the potential obeys Laplace's equation.

Take a wave along the interface, $\phi=f(z)e^{iqx}$ with $q>0$, the time factor being understood. Laplace's equation becomes $f''=q^2f$, with solutions $e^{\pm qz}$. The solution must stay bounded far from the interface on both sides, and the potential must be continuous at $z=0$. Hence

$$
\phi=A\,e^{iqx}e^{-q|z|}. \tag{5}
$$

The normal displacement is $D_z=-\epsilon\,\partial_z\phi$. The slope of $f$ is $+qA$ just below the interface and $-qA$ just above it. Thus

$$
D_z(0^-)=-qA,\qquad D_z(0^+)=+\epsilon(\omega)qA ,
$$

apart from the common factor $e^{iqx}$. There is no free interface charge, so the two are equal:

$$
[1+\epsilon(\omega)]\,qA=0 .
$$

A nonzero field requires $\epsilon(\omega)=-1$. The sum appears because the normal electric field reverses across the interface. A continuous $D_z$ can accommodate that reversal if the permittivity reverses sign too.

Inserting (3) and multiplying by $\omega_{TO}^2-\omega^2$ gives $(1+\epsilon_\infty)(\omega_{TO}^2-\omega^2)+(\epsilon_0-\epsilon_\infty)\omega_{TO}^2=0$, or

$$
\omega^2=\omega_{TO}^2\,\frac{\epsilon_0+1}{\epsilon_\infty+1}.
$$

For the model values the ratio is $17/5=3.4$, and the frequency is $0.003688$ hartree.

**Limit: no polar coupling.** If $\epsilon_0\to\epsilon_\infty$, then $\gamma\to0$ and the frequency tends to $\omega_{TO}$. The vibration then produces no field, so the interface cannot shift it.

## 3. The dielectric against a semiconductor

Replace the vacuum by a semiconductor whose permittivity stays at $\epsilon_s$ over the relevant frequencies. The potential (5) is unchanged, since a constant nonzero permittivity drops out of Laplace's equation. The displacement on the semiconductor side is now $D_z(0^-)=-\epsilon_s qA$, and continuity gives

$$
-\epsilon_s qA=\epsilon(\omega)qA
\quad\Longrightarrow\quad
\epsilon_s+\epsilon(\omega)=0. \tag{6}
$$

Insert (3) and multiply by $\omega_{TO}^2-\omega^2$:

$$
(\epsilon_s+\epsilon_\infty)(\omega_{TO}^2-\omega^2)+(\epsilon_0-\epsilon_\infty)\omega_{TO}^2=0.
$$

At $\omega=\omega_{TO}$ the left side is $(\epsilon_0-\epsilon_\infty)\omega_{TO}^2\ne0$, so the multiplication has introduced no false root. Move the term in $\omega^2$ to the right and collect the rest:

$$
(\epsilon_s+\epsilon_\infty)\omega^2
=(\epsilon_s+\epsilon_\infty+\epsilon_0-\epsilon_\infty)\omega_{TO}^2
=(\epsilon_s+\epsilon_0)\omega_{TO}^2 .
$$

Division by $\epsilon_s+\epsilon_\infty$ gives (1). The wavevector has cancelled: in this approximation neither the equations nor the geometry contains a length with which $q$ could be compared.

**Numbers.** The ratio is $(16+12)/(4+12)=28/16=1.75$. Thus

$$
\omega_{SO}=0.002\sqrt{1.75}=0.002646\ \text{hartree},
$$

which corresponds to a phonon energy of $72.0$ meV. The bulk energies are $54.4$ meV (transverse) and $108.8$ meV (longitudinal). As a check on (6), equation (3) gives $\epsilon(\omega_{SO})=4+12/(1-1.75)=4-16=-12$. Integrating the driven oscillator (2) in time at this frequency also yields $-12.000$.

**Limits in $\epsilon_s$.** Equation (4) says $\epsilon_0\omega_{TO}^2=\epsilon_\infty\omega_{LO}^2$. Used in (1), it gives

$$
\omega_{SO}^2=\frac{\epsilon_\infty\omega_{LO}^2+\epsilon_s\omega_{TO}^2}{\epsilon_\infty+\epsilon_s}. \tag{7}
$$

This is a weighted mean with positive weights, so $\omega_{TO}<\omega_{SO}<\omega_{LO}$. Differentiating (1),

$$
\frac{d\omega_{SO}^2}{d\epsilon_s}
=\omega_{TO}^2\,\frac{(\epsilon_\infty+\epsilon_s)-(\epsilon_0+\epsilon_s)}{(\epsilon_\infty+\epsilon_s)^2}
=-\omega_{TO}^2\,\frac{\epsilon_0-\epsilon_\infty}{(\epsilon_\infty+\epsilon_s)^2}<0. \tag{8}
$$

A more polarizable semiconductor screens the field that stiffens the vibration. For $\epsilon_s\to\infty$ the stiffening vanishes and $\omega_{SO}\to\omega_{TO}$. The formal limit $\epsilon_s\to0$ gives $\omega_{LO}$. With the other parameters fixed, $\epsilon_s=4$, $12$ and $16$ give $0.003162$, $0.002646$ and $0.002530$ hartree.

**Numerical test.** These frequencies were also obtained by diagonalizing (2) together with Gauss's law on a mesh through both media, with grounded ends far from the interface. Neither (6) nor (1) enters that calculation. It agrees with (1) to a relative accuracy better than $10^{-8}$ for each $\epsilon_s$ tried, including $\epsilon_s=1$, and also when $q$ is doubled at $\epsilon_s=12$.

## 4. Which modes reach the channel

Two frequencies were set aside above: $\omega_{TO}$, where we could not divide, and $\omega_{LO}$, where $\epsilon=0$ and Laplace's equation does not follow. Both belong to bulk vibrations. Their potential in the semiconductor can be found directly.

At $\omega=\omega_{TO}$ the equation of motion reduces to $\gamma\mathbf E=0$, so the field vanishes throughout the dielectric. Its in-plane component is $-iq\phi$, and since $q\ne0$, $\phi=0$ there. By continuity $\phi=0$ at the interface, and the decaying solution $Ae^{qz}$ in the semiconductor has $A=0$.

At $\omega=\omega_{LO}$ the dielectric may contain a field, but $\mathbf D=\epsilon\mathbf E=0$. Continuity of $D_z$ then requires $-\epsilon_s qA=0$ on the semiconductor side, so again $A=0$.

Within this model, the surface mode is therefore the only vibration of the dielectric that produces a potential in the semiconductor. For a thick dielectric, remote phonon scattering in this model therefore involves $\omega_{SO}$ rather than $\omega_{LO}$, as long as the carriers are too dilute to couple to the mode (section 7). A thin film under an ideal metal needs the frequency derived in section 5. The potential falls as $e^{-q|z|}$ with distance from the interface. For $q=0.02$ per bohr the decay length is $1/q=50$ bohr, or $2.65$ nm. A carrier at that depth sees the interface potential reduced by a factor $e$, and the squared matrix element for a point-like position reduced by $e^2$.

The mesh calculation tests this count. It has $240$ modes at $\omega_{TO}$, $239$ at $\omega_{LO}$ and one between. The total of $480$ is the number of lattice coordinates on the mesh, so the large bulk numbers reflect the discretization. For modes of equal normalization, the largest bulk-mode potential in the semiconductor is about $3\times10^{-14}$ of the surface-mode potential, which is zero within rounding. The surface potential follows $e^{-q|z|}$ to within $1.5\times10^{-4}$ of its interface value.

## 5. A dielectric film under a metal

A gate dielectric has a finite thickness $t$. Let an ideal metal at $z=t$ hold $\phi=0$ there. This choice leaves a single interface mode. If the cap is not an ideal metal, the second interface carries a mode of its own and the result below does not apply: a cap of permittivity $\epsilon_s$, for example, gives the two conditions $\epsilon(\omega)=-\epsilon_s\tanh(qt/2)$ and $\epsilon(\omega)=-\epsilon_s\coth(qt/2)$. The solution of $f''=q^2f$ in the film that vanishes at $t$ and equals $A$ at the interface is

$$
f(z)=A\,\frac{\sinh q(t-z)}{\sinh qt},\qquad
f'(0^+)=-qA\coth qt .
$$

The semiconductor side is unchanged. Continuity of $D_z$ now reads $-\epsilon_s qA=\epsilon(\omega)qA\coth qt$. Dividing by $qA$ and multiplying by $\tanh qt$ gives

$$
\epsilon(\omega)+\epsilon_s\tanh qt=0. \tag{9}
$$

This is (6) with $\epsilon_s$ replaced by $\epsilon_s\tanh qt$, so the algebra of section 3 can be reused:

$$
\omega^2=\omega_{TO}^2\,\frac{\epsilon_0+\epsilon_s\tanh qt}{\epsilon_\infty+\epsilon_s\tanh qt}. \tag{10}
$$

For $qt=1$, $\tanh 1=0.7616$ and $\epsilon_s\tanh qt=9.139$. The ratio is $25.139/13.139=1.913$, and the frequency is $0.002766$ hartree. At $q=0.02$ per bohr this film is $50$ bohr thick. The mesh calculation tests (10) at $qt=0.5$, $1$ and $2$ and agrees to a relative accuracy better than $10^{-5}$.

**Limit: thick film.** For large $qt$, $\tanh qt\simeq1-2e^{-2qt}$, so the effective permittivity changes by $-2\epsilon_se^{-2qt}$. Multiplying this by the slope (8) and dividing by $2\omega_{SO}^2$ gives the relative frequency shift

$$
\frac{\delta\omega}{\omega_{SO}}\simeq
\frac{\epsilon_s(\epsilon_0-\epsilon_\infty)}{(\epsilon_\infty+\epsilon_s)(\epsilon_0+\epsilon_s)}\,e^{-2qt}.
$$

The prefactor is $12\times12/(16\times28)=0.321$. At $qt=2$ the shift is $0.321\times0.0183=0.6\%$, in line with the computed $0.002661$ hartree against $0.002646$. At $qt=0.5$ the frequency is $0.003005$ hartree, about $14\%$ above $\omega_{SO}$, so (1) is then a poor approximation.

**Limit: thin film.** For $qt\to0$, (10) tends to $\omega_{LO}$. The potential must drop from $A$ to zero across $t$, so the film field is nearly normal to the interface and of size $A/t$. The semiconductor supplies a displacement of magnitude only $\epsilon_sqA$. Matching them requires $|\epsilon(\omega)|\simeq\epsilon_sqt\to0$, which is the longitudinal condition.

## 6. Retardation

Now keep the finite speed of light $c$. The wave has a magnetic field along $y$, continuous at the interface:

$$
H_y=B\,e^{iqx}e^{-\kappa_i|z|},\qquad
\kappa_i^2=q^2-\epsilon_i\frac{\omega^2}{c^2}.
$$

The second relation is the wave equation in medium $i$, with $i=s$ for the semiconductor and $i=d$ for the dielectric, where $\epsilon_d=\epsilon(\omega)$. The $x$ component of $\nabla\times\mathbf H=-i\omega\epsilon_i\mathbf E/c$ is $-\partial_zH_y=-i\omega\epsilon_iE_x/c$. Thus $E_x$ is proportional to $\partial_zH_y/\epsilon_i$, and its continuity gives

$$
\frac{\kappa_s}{\epsilon_s}=-\frac{\kappa_d}{\epsilon(\omega)}
\quad\Longrightarrow\quad
\kappa_s\epsilon(\omega)+\kappa_d\epsilon_s=0. \tag{11}
$$

**Limit: large wavevector.** When $q\gg\sqrt{\epsilon_s}\,\omega/c$, expand $\kappa_i\simeq q-\epsilon_i\omega^2/(2c^2q)$. Equation (11) becomes

$$
q[\epsilon(\omega)+\epsilon_s]-\frac{\omega^2}{2c^2q}\,[\epsilon_s\epsilon(\omega)+\epsilon(\omega)\epsilon_s]=0 .
$$

The leading term restores (6). In the small second term we may set $\epsilon(\omega)=-\epsilon_s$ and $\omega=\omega_{SO}$, which gives $\epsilon(\omega)+\epsilon_s\simeq-\epsilon_s^2\omega_{SO}^2/(c^2q^2)$. To first order the left side is also $\epsilon'(\omega_{SO})\,\delta\omega$, so

$$
\frac{\delta\omega}{\omega_{SO}}\simeq
-\frac{\epsilon_s^2}{\omega_{SO}\,\epsilon'(\omega_{SO})}
\left(\frac{\omega_{SO}}{cq}\right)^2,\qquad
\epsilon'(\omega)=\frac{2\omega(\epsilon_0-\epsilon_\infty)\omega_{TO}^2}{(\omega_{TO}^2-\omega^2)^2}. \tag{12}
$$

The slope is positive, so retardation lowers the frequency. Here $\omega_{SO}\epsilon'(\omega_{SO})=2\times1.75\times12/0.75^2=74.7$, and $\omega_{SO}/c=1.931\times10^{-5}$ per bohr. At $q=0.02$ per bohr the relative shift is $-(144/74.7)(9.65\times10^{-4})^2=-1.8\times10^{-6}$. A numerical root of (11) confirms it, and it is negligible for channel transport at this wavevector.

At $q=10^{-4}$ per bohr the root of (11) lies $7.1\%$ below $\omega_{SO}$. There $\epsilon_s\omega_{SO}^2/(c^2q^2)$ is about $0.45$, which is not small. Estimate (12) still gives $7.2\%$ for these parameters, but the expansion no longer guarantees such accuracy, so (11) is the safer choice.

## 7. A semiconductor that responds at the phonon frequency

Condition (6) survives if the semiconductor permittivity depends on frequency, but solution (1) does not. Suppose that free carriers fill the semiconductor and respond locally without loss:

$$
\epsilon_s(\omega)=\epsilon_s\left(1-\frac{\omega_p^2}{\omega^2}\right),
$$

where $\omega_p$ is their plasma frequency screened by $\epsilon_s$. Equations (3) and (4) combine into $\epsilon(\omega)=\epsilon_\infty(\omega^2-\omega_{LO}^2)/(\omega^2-\omega_{TO}^2)$. With $\Omega=\omega^2$, setting the sum of permittivities to zero and multiplying by $\Omega(\Omega-\omega_{TO}^2)$ gives

$$
F(\Omega)=\epsilon_s(\Omega-\omega_p^2)(\Omega-\omega_{TO}^2)
+\epsilon_\infty\Omega(\Omega-\omega_{LO}^2)=0. \tag{13}
$$

This quadratic is positive at $\Omega=0$, where it equals $\epsilon_s\omega_p^2\omega_{TO}^2$. It is negative at $\Omega=\omega_{TO}^2$, where it equals $-\epsilon_\infty\omega_{TO}^2(\omega_{LO}^2-\omega_{TO}^2)$, and positive again at large $\Omega$. There are therefore two coupled plasmon-phonon interface modes, one below $\omega_{TO}$ and one above.

**Limit: few carriers.** For $\omega_p\to0$, (13) factors into

$$
\Omega\left[(\epsilon_s+\epsilon_\infty)\Omega-\epsilon_s\omega_{TO}^2-\epsilon_\infty\omega_{LO}^2\right]=0 .
$$

The bracket reproduces (7), and the other root is the plasma mode falling to zero frequency. For this local bulk response, equation (1) is thus a good approximation when $\omega_p^2\ll\omega_{SO}^2$. The local form itself requires $\omega\gg qv_F+q^2/2m$, with $v_F$ the Fermi velocity and $m$ the carrier mass. For $m=0.067$ and $q=0.02$ per bohr, $q^2/2m=0.0030$ hartree already exceeds $\omega_{SO}$, so (13) does not apply there and pair excitations can damp the mode. A transistor channel is moreover a sheet of carriers, not a filled half-space. A local sheet of areal density $n_s$ at the interface changes (6) into $\epsilon_s+\epsilon(\omega)=4\pi n_sq/(m\omega^2)$. For $n_s=10^{12}$ cm$^{-2}$, $m=0.19$ and $q=0.02$ per bohr the right side is about $5.3$ at $\omega_{SO}$, which is not small against $\epsilon_s=12$. A polar semiconductor with its own phonon near $\omega_{SO}$ likewise needs its full $\epsilon_s(\omega)$ in (6). This section rests on the algebra shown; the numerical output covers the cases with constant $\epsilon_s$.

## Computed values

```
INPUTS (round model parameters)
semiconductor permittivity eps_s = 12.0 (dimensionless)
static permittivity eps_0 = 16.0 (dimensionless)
high-frequency permittivity eps_inf = 4.0 (dimensionless)
omega_TO = 0.002000 hartree
in-plane wavevector q = 0.0200 per bohr
coupling gamma = 1.954410e-03 atomic units
MAIN RESULT
(eps_0+eps_s)/(eps_inf+eps_s) = 1.7500
omega_SO / omega_TO = 1.322876
omega_SO from formula = 0.002645751 hartree
omega_SO from mesh diagonalization = 0.002645751 hartree
same at doubled q = 0.002645751 hartree
omega_LO = 0.004000 hartree
conversion: omega_TO = 54.42 meV
conversion: omega_SO = 71.99 meV
conversion: omega_LO = 108.85 meV
driven-oscillator permittivity at omega_SO = -12.000000
MODES ON THE MESH
modes at omega_TO = 240, at omega_LO = 239, between = 1
largest deviation from exp(-q|z|) = 1.5e-04
largest bulk/surface channel potential ratio = 2.6e-14
decay length 1/q = 50.0 bohr
conversion: 1/q = 2.65 nm
CHANGE WITH SEMICONDUCTOR PERMITTIVITY (mesh)
eps_s =  1.0: omega_SO = 0.003688 hartree
eps_s =  4.0: omega_SO = 0.003162 hartree
eps_s = 12.0: omega_SO = 0.002646 hartree
eps_s = 16.0: omega_SO = 0.002530 hartree
DIELECTRIC FILM UNDER AN IDEAL METAL (mesh)
qt = 0.5, t = 25 bohr: omega = 0.003005 hartree
qt = 1.0, t = 50 bohr: omega = 0.002766 hartree
qt = 2.0, t = 100 bohr: omega = 0.002661 hartree
RETARDATION
omega_SO/c = 1.931e-05 per bohr
relative shift at q = 0.0200 per bohr: -1.797e-06
leading-order estimate of this shift: -1.797e-06
relative shift at q = 0.0001 per bohr: -7.118e-02
```
